**Raoult's law for a 20 mole percent precursor solution**

For an ideal solution in equilibrium with an ideal vapour, the solute partial pressure is p1 = x1 p1*, where x1 is its mole fraction in the liquid and p1* is the vapour pressure of the pure liquid at the same temperature. With x1 = 0.20 and p1* = 50 torr, the result is 10 torr. The program finds the equilibrium of a closed vessel from the stationary point of its Helmholtz energy, asserts that nearby states have higher energy, and asserts that both components obey Raoult's law at the final liquid composition. It also asserts the logarithm of x1 obtained by counting molecular arrangements, and the formulas for the activity coefficient, temperature, inert-gas pressure and vapour imperfection. The output shows that a 20 L headspace above one mole of solution raises the solute pressure to 10.16 torr, because the remaining liquid becomes richer in solute. For rough values typical of titanium tetrachloride in n-octane at 330 K, a simple model of unequal molecules gives about 13 torr. That figure is an estimate of the possible departure from ideality, not a measured pressure.

## Program and output

```python
"""Test of Raoult's law p1 = x1*p1_pure for an ideal precursor solution.

Index 1 is the volatile solute and index 2 the solvent. x is a liquid mole
fraction, p_pure a pure-liquid vapour pressure, and v a liquid molar volume.
Equilibrium is found from the Helmholtz energy of liquid plus vapour.
The example has rough values typical of TiCl4 in n-octane at 330 K.
SI units are used internally; one mole of solution is loaded.
"""
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad

mp.mp.dps = 35
torr = const.torr
R = const.R
T = 330.0
RT = R * T
x1, x2 = 0.20, 0.80
p1_pure, p2_pure = 50 * torr, 70 * torr
v1, v2 = 110e-6, 165e-6
h1, h2 = 39e3, 39e3
B = -1.5e-3
mass1, mass2 = 189.7, 114.2


def helmholtz(n1, n2, gas_volume, inert, vol1, vol2):
    """Total Helmholtz energy/RT; n1 and n2 are moles evaporated.
    Pure liquids at their own vapour pressures set the energy zeros."""
    a, b = x1 - n1, x2 - n2
    volume = gas_volume + n1 * vol1 + n2 * vol2
    liquid = a * mp.log(a / (a + b)) + b * mp.log(b / (a + b))
    liquid -= (a * p1_pure * vol1 + b * p2_pure * vol2) / RT
    gas = n1 * (mp.log(n1 * RT / (volume * p1_pure)) - 1)
    gas += n2 * (mp.log(n2 * RT / (volume * p2_pure)) - 1)
    if inert > 0:
        gas += inert * (mp.log(inert * RT / (volume * const.atm)) - 1)
    return liquid + gas


def equilibrium(gas_volume, inert_pressure=0.0, vol1=0.0, vol2=0.0):
    """Return p1, p2, final liquid x1 and total pressure."""
    inert = inert_pressure * gas_volume / RT

    def energy(n1, n2):
        return helmholtz(n1, n2, gas_volume, inert, vol1, vol2)

    def slopes(log_n1, log_n2):
        point = (mp.exp(log_n1), mp.exp(log_n2))
        return [mp.diff(energy, point, (1, 0)),
                mp.diff(energy, point, (0, 1))]

    start = mp.log(30 * torr * gas_volume / RT)
    root = mp.findroot(slopes, (start, start), maxsteps=30)
    n1, n2 = mp.exp(root[0]), mp.exp(root[1])
    lowest = energy(n1, n2)
    for f1, f2 in ((1.01, 1), (0.99, 1), (1, 1.01), (1, 0.99),
                   (1.01, 1.01), (0.99, 0.99), (1.01, 0.99), (0.99, 1.01)):
        assert energy(n1 * f1, n2 * f2) > lowest
    volume = gas_volume + n1 * vol1 + n2 * vol2
    p1, p2 = n1 * RT / volume, n2 * RT / volume
    liquid_x1 = (x1 - n1) / (1 - n1 - n2)
    total = p1 + p2 + inert * RT / volume
    return float(p1), float(p2), float(liquid_x1), float(total)


# Counting arrangements gives the logarithm in the chemical potential.
def log_arrangements(total, solute):
    return (mp.loggamma(total + 1) - mp.loggamma(solute + 1)
            - mp.loggamma(total - solute + 1))


count = 1000000
solute_count = 200000
counted_log = float(log_arrangements(count, solute_count)
                    - log_arrangements(count + 1, solute_count + 1))
assert abs(counted_log - float(mp.log(x1))) < 1e-5

# The derived pressures are compared with free-energy minima.
p1 = x1 * p1_pure
p2 = x2 * p2_pure
total_pressure = p1 + p2
small = equilibrium(1e-3)
large = equilibrium(20e-3)
for result in (small, large):
    assert abs(result[0] / (result[2] * p1_pure) - 1) < 1e-10
    assert abs(result[1] / ((1 - result[2]) * p2_pure) - 1) < 1e-10
tiny = equilibrium(1e-6)
assert abs(tiny[0] / (10 * torr) - 1) < 1e-4

# Inert gas compresses the liquid and slightly raises its vapour pressure.
pressed = equilibrium(1e-3, 760 * torr, v1, v2)
pressure_factor = pressed[0] / (pressed[2] * p1_pure)
pressure_formula = float(mp.exp(v1 * (pressed[3] - p1_pure) / RT))
assert abs(pressure_factor - pressure_formula) < 1e-10

# Unequal molecular sizes and cohesive energies make the liquid non-ideal.
delta1 = ((h1 - RT) / v1) ** 0.5
delta2 = ((h2 - RT) / v2) ** 0.5


def mixing_energy(n1, n2, interaction):
    volume = n1 * v1 + n2 * v2
    phi1, phi2 = n1 * v1 / volume, n2 * v2 / volume
    return (n1 * mp.log(phi1) + n2 * mp.log(phi2)
            + interaction * volume * phi1 * phi2
            * (delta1 - delta2) ** 2 / RT)


def activity_coefficient(interaction):
    slope = mp.diff(lambda n: mixing_energy(n, x2, interaction), x1)
    return float(mp.exp(slope) / x1)


phi1 = x1 * v1 / (x1 * v1 + x2 * v2)
size_log = float(mp.log(phi1 / x1)) + 1 - phi1 / x1
energy_log = v1 * (1 - phi1) ** 2 * (delta1 - delta2) ** 2 / RT
gamma_size = activity_coefficient(0)
gamma_full = activity_coefficient(1)
assert abs(gamma_size - float(mp.exp(size_log))) < 1e-10
assert abs(gamma_full - float(mp.exp(size_log + energy_log))) < 1e-10

# A small temperature rise is followed by integrating the local slope.
log_rise = quad(lambda temp: h1 / (R * temp ** 2), T, T + 1)[0]
warm_factor = float(mp.exp(log_rise))
warm_formula = float(mp.exp(-h1 / R * (1 / (T + 1) - 1 / T)))
assert abs(warm_factor - warm_formula) < 1e-10


# Virial gas: P/RT = c + B*c**2, and mu/RT contains log(c_i) + 2*B*c.
def pure_concentration(pressure):
    return mp.findroot(lambda c: c + B * c ** 2 - pressure / RT,
                       pressure / RT)


c1_pure = pure_concentration(p1_pure)
c2_pure = pure_concentration(p2_pure)


def virial_balance(c1, c2):
    c = c1 + c2
    return [c1 * mp.exp(2 * B * (c - c1_pure)) - x1 * c1_pure,
            c2 * mp.exp(2 * B * (c - c2_pure)) - x2 * c2_pure]


c1, c2 = mp.findroot(virial_balance, (p1 / RT, p2 / RT), maxsteps=30)
virial_total = RT * ((c1 + c2) + B * (c1 + c2) ** 2)
virial_factor = float(c1 / (c1 + c2) * virial_total / p1)
virial_formula = float(mp.exp(B * (p1_pure - virial_total) / RT))
assert abs(virial_factor - virial_formula) < 1e-4

# Mistaking mass percent for mole percent changes the liquid composition.
moles1, moles2 = 20 / mass1, 80 / mass2
x_mass = moles1 / (moles1 + moles2)
mass_back = x_mass * mass1 / (x_mass * mass1 + (1 - x_mass) * mass2)
assert abs(mass_back - 0.20) < 1e-12


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


print("INPUTS (rough values for TiCl4 in n-octane)")
show("Temperature", T, "K", 0)
show("Solute mole fraction", x1, "(dimensionless)", 2)
show("Pure solute vapour pressure", p1_pure / torr, "torr", 1)
show("Pure solvent vapour pressure", p2_pure / torr, "torr", 1)
show("Solute liquid molar volume", v1 * 1e6, "cm3/mol", 0)
show("Solvent liquid molar volume", v2 * 1e6, "cm3/mol", 0)
show("Vaporization enthalpy, solute", h1 / 1e3, "kJ/mol", 0)
show("Vaporization enthalpy, solvent", h2 / 1e3, "kJ/mol", 0)
show("Common second virial coefficient", B * 1e3, "L/mol", 1)
show("Solute molar mass", mass1, "g/mol", 1)
show("Solvent molar mass", mass2, "g/mol", 1)
print("IDEAL RESULT")
show("ln x1 from counting", counted_log, "(dimensionless)", 4)
show("Solute partial pressure", p1 / torr, "torr", 2)
show("Solute partial pressure", p1 / 1e3, "kPa", 3)
show("Solvent partial pressure", p2 / torr, "torr", 2)
show("Total vapour pressure", total_pressure / torr, "torr", 2)
show("Solute vapour mole fraction", p1 / total_pressure,
     "(dimensionless)", 4)
print("CLOSED VESSEL, 1 mol solution loaded")
show("1 L headspace, final liquid x1", small[2], "(dimensionless)", 5)
show("1 L headspace, solute pressure", small[0] / torr, "torr", 3)
show("20 L headspace, final liquid x1", large[2], "(dimensionless)", 5)
show("20 L headspace, solute pressure", large[0] / torr, "torr", 3)
print("MASS PERCENT MISTAKE")
show("x1 for 20 mass percent solute", x_mass, "(dimensionless)", 4)
show("Its ideal solute pressure", x_mass * p1_pure / torr, "torr", 2)
print("NEGLECTED EFFECTS, each taken alone")
show("Solute volume fraction", phi1, "(dimensionless)", 4)
show("Solute solubility parameter", delta1 / 1e3, "MPa^0.5", 2)
show("Solvent solubility parameter", delta2 / 1e3, "MPa^0.5", 2)
show("Activity coefficient, size only", gamma_size, "(dimensionless)")
show("Activity coefficient, size+energy", gamma_full, "(dimensionless)")
show("Estimated non-ideal pressure", gamma_full * p1 / torr, "torr", 1)
show("Pressure change for 1 K rise", 100 * (warm_factor - 1), "%", 2)
show("Effect of 760 torr inert gas", 100 * (pressure_factor - 1), "%", 2)
show("Effect of vapour imperfection", 100 * (virial_factor - 1), "%", 2)
print("finished without a failed check")
```

It prints:

```
INPUTS (rough values for TiCl4 in n-octane)
Temperature: 330 K
Solute mole fraction: 0.20 (dimensionless)
Pure solute vapour pressure: 50.0 torr
Pure solvent vapour pressure: 70.0 torr
Solute liquid molar volume: 110 cm3/mol
Solvent liquid molar volume: 165 cm3/mol
Vaporization enthalpy, solute: 39 kJ/mol
Vaporization enthalpy, solvent: 39 kJ/mol
Common second virial coefficient: -1.5 L/mol
Solute molar mass: 189.7 g/mol
Solvent molar mass: 114.2 g/mol
IDEAL RESULT
ln x1 from counting: -1.6094 (dimensionless)
Solute partial pressure: 10.00 torr
Solute partial pressure: 1.333 kPa
Solvent partial pressure: 56.00 torr
Total vapour pressure: 66.00 torr
Solute vapour mole fraction: 0.1515 (dimensionless)
CLOSED VESSEL, 1 mol solution loaded
1 L headspace, final liquid x1: 0.20016 (dimensionless)
1 L headspace, solute pressure: 10.008 torr
20 L headspace, final liquid x1: 0.20315 (dimensionless)
20 L headspace, solute pressure: 10.157 torr
MASS PERCENT MISTAKE
x1 for 20 mass percent solute: 0.1308 (dimensionless)
Its ideal solute pressure: 6.54 torr
NEGLECTED EFFECTS, each taken alone
Solute volume fraction: 0.1429 (dimensionless)
Solute solubility parameter: 18.15 MPa^0.5
Solvent solubility parameter: 14.82 MPa^0.5
Activity coefficient, size only: 0.951 (dimensionless)
Activity coefficient, size+energy: 1.318 (dimensionless)
Estimated non-ideal pressure: 13.2 torr
Pressure change for 1 K rise: 4.39 %
Effect of 760 torr inert gas: 0.42 %
Effect of vapour imperfection: 0.12 %
finished without a failed check
```
